\section*{Two-denominator angular integrals in d dimensions: closed forms and recursion, part 2}

We seek averages, over the direction of an emitted massless particle $k=(1,\mathbf n)$, of inverse powers of its products with the momenta of two emitters ("legs") in $d=4-2\epsilon$ dimensions. Units are natural and the metric is $(+,-,\dots,-)$. Each momentum is divided by its energy, so these quantities are dimensionless:
\begin{equation}
\begin{gathered}
p_i=(1,\mathbf v_i),\quad \beta_i=|\mathbf v_i|\le1,\quad m_i=p_i^2=1-\beta_i^2,\quad s=p_1\!\cdot p_2,\\
h=(d-2)/2=1-\epsilon,\quad A=p_1\!\cdot k,\quad B=p_2\!\cdot k,\quad R=\sqrt{s^2-m_1m_2}.
\end{gathered}
\end{equation}
The average $\langle\cdot\rangle$ has $\langle1\rangle=1$, and $I(a,b)=\langle A^{-a}B^{-b}\rangle$, continued analytically in $h$ where it diverges. With $c$ and $q=\sqrt{1-c^2}\,y$ the components of $\mathbf n$ in the plane of $\mathbf v_1,\mathbf v_2$,
\begin{equation}
\langle f\rangle\propto\int_{-1}^1\!dc\,(1-c^2)^{h-1}\!\int_{-1}^1\!dy\,(1-y^2)^{h-3/2}f
=\int_{c^2+q^2<1}\!\!dc\,dq\,(1-c^2-q^2)^{h-3/2}f .
\label{measure}
\end{equation}
This is invariant under rotations in the plane.

A single leg of speed $\beta<1$ and power $a$ averages to ${}_2F_1(\frac a2,\frac{a+1}2;h+\frac12;\beta^2)$. For a massless leg, with $c$ measured along it,
\begin{equation}
N_a\equiv\langle(1-c)^{-a}\rangle=2^{-a}\,\frac{\Gamma(h-a)\,\Gamma(2h)}{\Gamma(h)\,\Gamma(2h-a)},\qquad h>a .
\label{Na}
\end{equation}
If the first leg is massless and the second has speed $\beta<1$, then, with $s$ the product of these two legs and $F_1$ the Appell function,
\begin{equation}
I(a,b)=\frac{N_a}{(1+\beta)^{b}}\,F_1(b;\,a,h-a;\,2h-a;\,\xi,\eta),\quad
\xi=1-\frac s{1+\beta},\quad \eta=\frac{2\beta}{1+\beta}.
\label{conv}
\end{equation}
In the same case, near four dimensions,
\begin{equation}
s\,I(1,1)=-\frac1{2\epsilon}+1+\frac12\ln\frac{s^2}{m_2}+O(\epsilon).
\label{exp1}
\end{equation}

For two massive legs with $\mathbf v_1\neq\mathbf v_2$, the vector $p_3=(1-\lambda)p_1+\lambda p_2$ is massless when
\begin{equation}
\lambda=\frac{m_1}{R-s+m_1},\qquad \lambda-1=\frac{s-R}{R-s+m_1}>0 ,
\label{lambda}
\end{equation}
and then $p_1\!\cdot p_3=\lambda R$ and $p_2\!\cdot p_3=(\lambda-1)R$.

The numerical output at the end also checks earlier results. There "mixed" means $\beta_1=1$, $\beta_2=0.6$, and "massless" means $\beta_1=\beta_2=1$; the angle is $60^\circ$ unless a cosine is given. A "finite part" is $s\,I(1,1)$ without its pole in $\epsilon$.

\subsection*{(h) Partial fractions for two massive legs}
\emph{For positive integers $a,b$, express $I(a,b)$ through integrals with one massless leg.}

\textbf{Solution.} Let $C=p_3\cdot k=(1-\lambda)A+\lambda B$ and define $X=(1-\lambda)A/C$, $Y=\lambda B/C$. Then $X+Y=1$. Multiplying $X^{-a}Y^{-b}$ by $X+Y$ gives
\begin{equation}
X^{-a}Y^{-b}=X^{-(a-1)}Y^{-b}+X^{-a}Y^{-(b-1)} .
\end{equation}
Repeat this until one of the two exponents is zero. A final term $X^{-(a-i)}$ arises after $i$ reductions of the first exponent and $b$ of the second, the last one being of the second. The other $b-1+i$ reductions can come in any order, so the term occurs $\binom{b-1+i}{i}$ times. The same count with the roles exchanged gives the terms in $Y$:
\begin{equation}
X^{-a}Y^{-b}=\sum_{i=0}^{a-1}\binom{b-1+i}{i}X^{-(a-i)}+\sum_{j=0}^{b-1}\binom{a-1+j}{j}Y^{-(b-j)} .
\end{equation}
Now $A^{-a}B^{-b}=(1-\lambda)^a\lambda^bC^{-a-b}X^{-a}Y^{-b}$. Inserting $X$ and $Y$ in the sums yields
\begin{equation}
\boxed{\begin{aligned}
\frac1{A^aB^b}={}&\sum_{i=0}^{a-1}\binom{b-1+i}{i}\frac{(1-\lambda)^i\lambda^b}{A^{a-i}C^{b+i}}
+\sum_{j=0}^{b-1}\binom{a-1+j}{j}\frac{(1-\lambda)^a\lambda^j}{B^{b-j}C^{a+j}} .
\end{aligned}}
\label{split}
\end{equation}
Every term on the right has one massless and one massive denominator. Its average is (\ref{conv}), with $C$ as the massless leg. In the first sum the massive speed is $\beta_1$ and the scalar product is $\lambda R$; in the second they are $\beta_2$ and $(\lambda-1)R$.

The separate averages converge for $h>a+b-1$, because $a+b-1$ is the highest power of $C$. The left side has no singular direction and its average is analytic for $h>1/2$. The identity therefore continues to smaller $h$, and poles of separate terms at physical dimensions cancel in the sum.

\paragraph{Numbers.} Take $\beta_1=0.9$, $\beta_2=0.6$ and an opening angle of $60^\circ$. These give
\begin{equation}
\begin{gathered}
m_1=0.19,\qquad m_2=0.64,\qquad s=1-0.9\cdot0.6\cdot0.5=0.73,\\
R=\sqrt{0.5329-0.1216}=0.64133,\qquad \lambda=\frac{0.19}{0.10133}=1.8751,\\
p_1\!\cdot p_3=1.2026,\qquad p_2\!\cdot p_3=0.5612 .
\end{gathered}
\end{equation}
At $\epsilon=0.1$, that is $d=3.8$, the two groups of (\ref{split}) contribute
\begin{equation}
\begin{aligned}
I(1,1)&=-4.4869+6.7635=2.2766,\\
I(2,3)&=-13.49961+34.39845=20.89884 .
\end{aligned}
\end{equation}
Direct quadrature of the massive integrals gives the same sums. In $I(1,1)$ the first group is the average of the positive function $\lambda/(AC)$, yet its value is negative. There is no contradiction: that average diverges for $d\le4$, and the number is its analytic continuation.

\subsection*{(i) Recursion for higher powers}
\emph{Use integration by parts on the sphere to raise the powers one unit at a time. Which integrals remain?}

\textbf{Solution.} Choose the first axis along $\mathbf v_1$ and let $x=\cos\theta$ be the component of $\mathbf n$ along it. Hold the second variable $y$ of (\ref{measure}) fixed, and define the derivative $T=\beta_1(1-x^2)\partial_x$. Integrating by parts with the weight $(1-x^2)^{h-1}$,
\begin{equation}
\int_{-1}^1\!dx\,(1-x^2)^h\,\partial_xf=2h\int_{-1}^1\!dx\,x(1-x^2)^{h-1}f .
\end{equation}
The boundary term vanishes for regular $f$ and $h>0$. Since $\beta_1x=\mathbf v_1\cdot\mathbf n=1-A$, this says
\begin{equation}
\langle Tf\rangle=2h\,\langle(1-A)f\rangle .
\label{ibp}
\end{equation}
If a leg is massless, apply the relation at large enough $h$ and continue.

To find $TA$ and $TB$, write $\mathbf v_2\cdot\mathbf n=v_\parallel x+v_\perp\sqrt{1-x^2}\,y$. Then
\begin{equation}
(1-x^2)\partial_x(\mathbf v_2\!\cdot\mathbf n)=v_\parallel(1-x^2)-v_\perp x\sqrt{1-x^2}\,y=v_\parallel-x\,(\mathbf v_2\!\cdot\mathbf n) .
\end{equation}
Multiplication by $\beta_1$ gives $T(\mathbf v_2\cdot\mathbf n)=\mathbf v_1\cdot\mathbf v_2-(\mathbf v_1\cdot\mathbf n)(\mathbf v_2\cdot\mathbf n)$, and the same rule holds with $\mathbf v_2$ replaced by $\mathbf v_1$. Consequently
\begin{equation}
\begin{aligned}
TA&=-\big[(1-m_1)-(1-A)^2\big]=m_1-2A+A^2,\\
TB&=-\big[(1-s)-(1-A)(1-B)\big]=s-A-B+AB .
\end{aligned}
\end{equation}
Insert $f=A^{-a}B^{-b}$ in (\ref{ibp}):
\begin{equation}
\begin{aligned}
&-a\,[m_1I(a+1,b)-2I(a,b)+I(a-1,b)]\\
&-b\,[s\,I(a,b+1)-I(a-1,b+1)-I(a,b)+I(a-1,b)]\\
&\qquad=2h\,[I(a,b)-I(a-1,b)] .
\end{aligned}
\end{equation}
Move the two integrals of highest total power to the left:
\begin{equation}
\begin{aligned}
a\,m_1I(a+1,b)+b\,s\,I(a,b+1)&=S_1,\\
S_1=(2a+b-2h)I(a,b)&+(2h-a-b)I(a-1,b)+b\,I(a-1,b+1).
\end{aligned}
\label{S1}
\end{equation}
The average is invariant under rotations in the plane, so the axis may equally be placed along $\mathbf v_2$. Exchanging the legs gives
\begin{equation}
\begin{aligned}
a\,s\,I(a+1,b)+b\,m_2I(a,b+1)&=S_2,\\
S_2=(a+2b-2h)I(a,b)&+(2h-a-b)I(a,b-1)+a\,I(a+1,b-1).
\end{aligned}
\end{equation}
In the combination $sS_2-m_2S_1$ the integral $I(a,b+1)$ drops out, and in $sS_1-m_1S_2$ the integral $I(a+1,b)$ drops out:
\begin{equation}
\boxed{I(a+1,b)=\frac{sS_2-m_2S_1}{a\,R^2},\qquad I(a,b+1)=\frac{sS_1-m_1S_2}{b\,R^2}} ,\qquad a,b\ge1 .
\label{rec}
\end{equation}
The right sides contain integrals of total power $a+b$ or $a+b-1$, while the left sides have total power $a+b+1$. Repeated use therefore ends at $I(1,1)$ and at integrals with a single leg.

For a single leg set $b=0$ in (\ref{S1}):
\begin{equation}
a\,m_1I(a+1,0)=2(a-h)I(a,0)+(2h-a)I(a-1,0) .
\label{single}
\end{equation}
If $m_1>0$ this reduces all powers to $I(1,0)$ and $I(0,0)=1$. If $m_1=0$ the left side vanishes and $I(a,0)=\frac{2h-a}{2(h-a)}I(a-1,0)$, in accordance with (\ref{Na}); then $I(1,0)$ is itself fixed by $I(0,0)$. The integrals that remain are thus $1$, $I(1,0)$, $I(0,1)$ and $I(1,1)$, all known in closed form.

The division in (\ref{rec}) fails when $R=0$, which means $\mathbf v_1=\mathbf v_2$. In that case $A=B$, and $I(a,b)$ is the one-leg average of power $a+b$. For nearly equal velocities the numerators are small differences divided by a small $R^2$, so the recursion loses more and more digits as the powers rise. With massless legs there is a second restriction: the poles at integer $h$ must be kept, so the recursion is applied at general $\epsilon$ and expanded afterwards.

At $d=3.8$ the recursion reproduces $I(2,3)=20.8988$ found from partial fractions. With a massless first leg, $\beta_2=0.6$, $60^\circ$ and $d=8.8$, it gives $I(2,3)=4.2018$, as does quadrature.

\subsection*{(j) Two massive legs in four dimensions}
\emph{Obtain $I(1,1)$ at $d=4$ from the splitting, and examine its limits.}

\textbf{Solution.} For $a=b=1$, (\ref{split}) is
\begin{equation}
\frac1{AB}=\frac\lambda{AC}+\frac{1-\lambda}{BC} .
\end{equation}
Use (\ref{exp1}) for each term. The coefficients multiplying the brackets are $\lambda/(\lambda R)=1/R$ and $(1-\lambda)/[(\lambda-1)R]=-1/R$:
\begin{equation}
I(1,1)=\frac1R\Big[-\frac1{2\epsilon}+1+\frac12\ln\frac{\lambda^2R^2}{m_1}\Big]
-\frac1R\Big[-\frac1{2\epsilon}+1+\frac12\ln\frac{(\lambda-1)^2R^2}{m_2}\Big]+O(\epsilon) .
\end{equation}
The poles and the constants cancel. By (\ref{lambda}), $\lambda/(\lambda-1)=m_1/(s-R)$, and $m_1m_2=(s-R)(s+R)$. Hence at $\epsilon=0$
\begin{equation}
I(1,1)=\frac1{2R}\ln\frac{m_1m_2}{(s-R)^2}=\frac1{2R}\ln\frac{s+R}{s-R} .
\label{log}
\end{equation}

When the velocities approach each other, $R\to0$ and the expression tends to $1/s$. There $s=m_1$, and (\ref{single}) with $a=h=1$ gives $I(2,0)=1/m_1$, the same value. When the masses are small at fixed $s$, $s-R\simeq m_1m_2/(2s)$ and
\begin{equation}
I(1,1)\simeq\frac1{2s}\ln\frac{4s^2}{m_1m_2} ,
\end{equation}
so each leg contributes a collinear logarithm in place of its pole.

For numerical work very near $d=4$ the logarithm is preferable to the separate terms of the splitting. Those grow like $1/(2|\epsilon|R)$ while their sum stays finite, so significant digits are lost.

\subsection*{(k) Higher powers and soft-photon emission}
\emph{For the velocities of part (h), compute $I(2,1)$ and $I(1,2)$ at $d=4$. Then find the mean angular weight for soft-photon emission from an outgoing pair of opposite charges.}

\textbf{Solution.} The logarithm (\ref{log}) gives
\begin{equation}
I(1,1)=\frac1{2\cdot0.64133}\ln\frac{1.37133}{0.08867}=2.1351 .
\end{equation}
From (\ref{single}) at $h=1$, $I(2,0)=1/0.19=5.2632$ and $I(0,2)=1/0.64=1.5625$. With $a=b=h=1$ the coefficient $2h-a-b$ vanishes, and
\begin{equation}
\begin{aligned}
S_1&=I(1,1)+I(0,2)=3.6976,\\
S_2&=I(1,1)+I(2,0)=7.3982 .
\end{aligned}
\end{equation}
With $R^2=0.4113$, (\ref{rec}) gives
\begin{equation}
\begin{aligned}
I(2,1)&=\frac{0.73\cdot7.3982-0.64\cdot3.6976}{0.4113}=7.377,\\
I(1,2)&=\frac{0.73\cdot3.6976-0.19\cdot7.3982}{0.4113}=3.145 .
\end{aligned}
\end{equation}
Further steps lead to $I(2,2)=11.096$ and $I(3,2)=58.915$. All of these agree with direct quadrature.

In the soft limit, with recoil neglected, the pair emits through the classical current $j=e\,(p_1/A-p_2/B)/\omega$, where $\omega$ is the photon energy. The emitters' energies cancel in $p_i/(p_i\cdot k)$, which is why normalized momenta suffice. Because $j\cdot k=0$, the sum over photon polarizations is $-j^2=e^2w/\omega^2$, with
\begin{equation}
w=-\Big(\frac{p_1}A-\frac{p_2}B\Big)^2=\frac{2s}{AB}-\frac{m_1}{A^2}-\frac{m_2}{B^2}\ge0 .
\end{equation}
The sign follows because a real vector orthogonal to the null vector $k$ is spacelike or null. At $d=4$ the last two terms average to $1$ each, so
\begin{equation}
\langle w\rangle=2s\,I(1,1)-2=1.46\cdot2.1351-2=1.117 .
\end{equation}
For equal velocities $I(1,1)=1/s$ and the weight vanishes: the two currents cancel, and the pair does not radiate at this order.

The mean number of photons follows from the phase space $d^3k/[(2\pi)^32\omega]$ and $e^2=4\pi\alpha$:
\begin{equation}
\frac{dN}{d\omega}=\frac{4\pi\alpha}{\omega^2}\,\frac{\omega^2}{16\pi^3\omega}\,4\pi\langle w\rangle=\frac{\alpha}{\pi}\,\frac{\langle w\rangle}{\omega} .
\end{equation}
In an event generator the normalized density of photon directions is $w/(4\pi\langle w\rangle)$ per unit solid angle, so the closed form supplies the normalization without a numerical integration. The splitting of part (h), in contrast, is not a recipe for sampling $1/(AB)$ as a mixture of two distributions. Its second coefficient $1-\lambda$ is negative, and at $d=4$ neither of its terms can be normalized. It is an identity for analytic evaluation.

The numerical output lists the main results to more digits, together with a selection of the quadratures.

\section*{Values computed for the example and the checks}
\begin{verbatim}
beta1 = 0.9 (dimensionless)
beta2 = 0.6 (dimensionless)
opening angle = 60.0 degrees
m1 = 0.19 (dimensionless)
m2 = 0.64 (dimensionless)
s = 0.73 (dimensionless)
R = sqrt(s^2-m1*m2) = 0.64132675 (dimensionless)
lambda = 1.8751218 (dimensionless)
p1.p3 = 1.2025658 (dimensionless)
p2.p3 = 0.56123904 (dimensionless)
pole weight lambda/(p1.p3) = 1.5592676 (dimensionless)
pole weight (1-lambda)/(p2.p3) = -1.5592676 (dimensionless)
mixed case: s for massless p1 and beta2 = 0.7 (dimensionless)
mixed I(1,1), d=4.2, cos=0.5, closed = 8.3523975 (dimensionless)
mixed I(1,1), d=4.2, cos=0.5, quadrature = 8.3523975 (dimensionless)
mixed I(2,3), d=7.2, cos=0.5, closed = 8.6719943 (dimensionless)
mixed I(2,3), d=7.2, cos=0.5, quadrature = 8.6719943 (dimensionless)
mixed I(1,2), d=4.8, cos=-0.3, closed = 2.3278152 (dimensionless)
mixed I(1,2), d=4.8, cos=-0.3, quadrature = 2.3278152 (dimensionless)
massless I(2,1), d=8.4, closed = 3.6728118 (dimensionless)
massless I(2,1), d=8.4, quadrature = 3.6728118 (dimensionless)
massive I(1,1), d=3.8, p1 group = -4.4869438 (dimensionless)
massive I(1,1), d=3.8, p2 group = 6.7635185 (dimensionless)
massive I(1,1), d=3.8, sum = 2.2765747 (dimensionless)
massive I(1,1), d=3.8, quadrature = 2.2765747 (dimensionless)
massive I(2,3), d=3.8, p1 group = -13.49961 (dimensionless)
massive I(2,3), d=3.8, p2 group = 34.398451 (dimensionless)
massive I(2,3), d=3.8, sum = 20.898841 (dimensionless)
massive I(2,3), d=3.8, quadrature = 20.898841 (dimensionless)
massive I(2,3), d=3.8, recursion = 20.898841 (dimensionless)
mixed I(2,3), d=8.8, recursion = 4.2018048 (dimensionless)
mixed I(2,3), d=8.8, quadrature = 4.2018048 (dimensionless)
mixed finite part, formula = 0.86646861 (dimensionless)
mixed finite part, eps=-0.0001 = 0.86644655 (dimensionless)
massless finite part, formula = 0.61370564 (dimensionless)
massless finite part, eps=-0.0001 = 0.61362233 (dimensionless)
d=4 I(1,0) = 1.6357994 (dimensionless)
d=4 I(0,1) = 1.1552453 (dimensionless)
d=4 I(1,1), reduced = 2.1350861 (dimensionless)
d=4 I(2,1), reduced = 7.3772502 (dimensionless)
d=4 I(1,2), reduced = 3.1450803 (dimensionless)
d=4 I(2,2), reduced = 11.096044 (dimensionless)
d=4 I(3,2), reduced = 58.915313 (dimensionless)
d=4 I(3,2), quadrature = 58.915313 (dimensionless)
d=4 mean eikonal weight, formula = 1.1172258 (dimensionless)
d=4 mean eikonal weight, quadrature = 1.1172258 (dimensionless)
\end{verbatim}
